# Gaussian Light in Lossy Photonic Circuits: Covariance Propagation and Physicality Tests

## 1. Symmetry fixes the propagation law

A passive linear circuit contains no phase reference: shifting the phase of every input amplitude by the same angle shifts every output amplitude by that angle. The mean output amplitudes are therefore \(T\langle a\rangle\), with a complex matrix \(T\) and no term in \(a^\dagger\). Second moments follow a law quadratic in \(T\), plus a noise matrix \(Y\) independent of the input. If all loss reservoirs are at zero temperature, vacuum input must give vacuum output, and this fixes \(Y\).

Take dimensionless quadratures
\[
x=a+a^\dagger,\qquad p=-i(a-a^\dagger),\qquad R=(x_1,\ldots,x_n,p_1,\ldots,p_n),
\]
so that
\[
[R_i,R_j]=2i\Omega_{ij},\qquad \Omega=\begin{pmatrix}0&I\\-I&0\end{pmatrix}.
\]
The covariance is \(V_{ij}=\tfrac12\langle\Delta R_i\Delta R_j+\Delta R_j\Delta R_i\rangle\), and vacuum has \(V=I\). Since \(x+ip=2a\), the real and imaginary parts of \(a\mapsto Ta\) give
\[
X=\begin{pmatrix}\operatorname{Re}T&-\operatorname{Im}T\\ \operatorname{Im}T&\operatorname{Re}T\end{pmatrix},
\qquad d\mapsto Xd,\qquad V\mapsto XVX^T+Y,
\]
where \(d=\langle R\rangle\). Setting \(I\mapsto I\) gives
\[
Y=I-XX^T. \tag{1}
\]

The operators confirm this. Write \(a_{\rm out}=Ta+Lb\), with \(b\) vacuum reservoir modes. The output commutators require \(TT^\dagger+LL^\dagger=I\), so no singular value \(\sigma_k\) of \(T\) exceeds 1. The real form of a product is the product of real forms, and \(\dagger\) becomes transposition. The reservoir thus contributes the real form of \(LL^\dagger=I-TT^\dagger\), which is \(I-XX^T\).

A second route needs no added noise. For zero mean, let \(M_{ij}=\langle a_ia_j\rangle\) and \(P_{ij}=\langle a_i^\dagger a_j\rangle\). Normally ordered vacuum moments vanish, so \(M\mapsto TMT^T\) and \(P\mapsto T^*PT^T\). Expanding the quadratures gives the blocks
\[
V_{xx}=I+2\operatorname{Re}(M+P),\quad V_{pp}=I+2\operatorname{Re}(P-M),\quad V_{xp}=2\operatorname{Im}(M+P).
\]

## 2. The uncertainty bound and its symplectic form

Half the anticommutator plus half the commutator gives \(\langle\Delta R_i\Delta R_j\rangle=V_{ij}+i\Omega_{ij}\). For any complex \(z\), put \(A=\sum_jz_j\Delta R_j\). Then \(\langle A^\dagger A\rangle\ge0\) reads
\[
z^\dagger(V+i\Omega)z\ge0,\qquad\text{so}\qquad V+i\Omega\ge0. \tag{2}
\]

This condition forces \(V>0\). Real \(z\) gives \(z^TVz\ge0\). If \(Vz=0\) for some real \(z\ne0\), the vector \(z+i\epsilon y\) gives \(\epsilon^2y^TVy-2\epsilon z^T\Omega y\), which is negative for suitable \(y\) and small \(\epsilon>0\), a contradiction.

For \(V>0\), the matrix \(V^{1/2}\Omega V^{1/2}\) is real, antisymmetric and invertible. An orthogonal \(O\) brings it to
\[
O^TV^{1/2}\Omega V^{1/2}O=\begin{pmatrix}0&N\\-N&0\end{pmatrix},\qquad N=\operatorname{diag}(\nu_1,\ldots,\nu_n)>0.
\]
With \(D=\operatorname{diag}(N,N)\) and \(S=V^{1/2}OD^{-1/2}\), direct multiplication gives
\[
V=SDS^T,\qquad S^T\Omega S=\Omega. \tag{3}
\]
The second equation means \(S^{-1}=-\Omega S^T\Omega\); inserting this in \(SS^{-1}=I\) gives \(S\Omega S^T=\Omega\) too. Hence \(V+i\Omega=S(D+i\Omega)S^T\). The middle factor splits into blocks \(\begin{pmatrix}\nu_k&i\\-i&\nu_k\end{pmatrix}\) with eigenvalues \(\nu_k\pm1\), so (2) holds exactly when every symplectic eigenvalue satisfies \(\nu_k\ge1\).

The bound is also sufficient. The variables \(S^{-1}R\) obey the original commutators and so define \(n\) new modes. Thermal states of these modes with mean photon numbers \((\nu_k-1)/2\) have covariance \(V\).

To compute \(\nu_k\), factor \(V=LL^T\) by Cholesky decomposition (this \(L\) is unrelated to the loss matrix). The Hermitian matrix \(iL^T\Omega L\) has the same eigenvalues as \(i\Omega V\), namely \(\pm\nu_k\).

**One lossy mode.** Let squeezed vacuum with variances \(s,1/s\) pass a power transmission \(\eta\). Then
\[
\begin{aligned}
\nu^2&=(\eta s+1-\eta)(\eta/s+1-\eta)\\
&=\eta^2+(1-\eta)^2+\eta(1-\eta)(s+1/s)\\
&=1+\eta(1-\eta)(s+1/s-2).
\end{aligned}
\]
At \(\eta=1\) the state is the pure input; at \(\eta=0\) it is vacuum; between them it is mixed. For 6 dB, \(s=0.25119\) and \(1/s=3.98107\). At \(\eta=1/2\), \(\nu^2=1+2.23226/4=1.55807\) and \(\nu=1.24822\).

## 3. Invariants, and why a determinant is not enough

The coefficients \(\Delta_k\) in
\[
\det(tI+\Omega V)=\prod_k(t^2+\nu_k^2)=\sum_{k=0}^n\Delta_kt^{2n-2k}
\]
are symplectic invariants; \(\Delta_k\) is the sum of the principal minors of \(\Omega V\) of order \(2k\). Put \(t^2=s'-1\) and collect powers of \(s'\):
\[
\prod_k(s'+\nu_k^2-1)=\sum_ke_ks'^{\,n-k},\qquad
e_k=\sum_{j=0}^k(-1)^{k-j}\binom{n-j}{k-j}\Delta_j. \tag{4}
\]
If all \(\nu_k\ge1\), every \(e_k\ge0\). Conversely, if every \(e_k\ge0\), then since \(e_0=1\) the polynomial is positive for \(s'>0\). It has no root \(s'=1-\nu_k^2>0\), so \(\nu_k\ge1\). For \(V>0\), the \(n\) inequalities \(e_k\ge0\) are therefore equivalent to (2).

A three-mode matrix with \(\nu=(0.8,0.8,2)\) shows what is lost by taking fewer. Its determinant is \(\Delta_3=1.6384>1\). The numbers \(\nu_k^2-1\) are \(-0.36,-0.36,3\), so
\[
e_1=2.28,\qquad e_2=0.1296-2.16=-2.0304,\qquad e_3=0.3888.
\]
Of these tests, \(e_2\) alone exposes the fault. Positivity of \(V\) must be tested separately: \(V=-2I\) has \(e=(9,27,27)\), yet its lowest eigenvalue of \(V+i\Omega\) is \(-3\).

## 4. The size of a violation

Let \(\lambda(V)\) be the lowest eigenvalue of \(V+i\Omega\), and suppose \(\lambda(V)=-\delta<0\). The matrix \(V+\delta I\) is physical and lies at spectral-norm distance \(\delta\). For any physical \(V'\), Weyl's inequality gives
\[
\|V'-V\|\ge\lambda(V')-\lambda(V)\ge\delta.
\]
Thus \(\delta\) is the distance from \(V\) to the nearest physical matrix. Replacing \(V\) by \(V+\delta I\) restores the bound by adding noise; it does not recover the correct answer of a faulty calculation.

The deficit \(1-\nu_{\min}\) measures something else. Equation (3) gives \(V+i\nu_{\min}\Omega\ge0\), so
\[
V+i\Omega\ge i(1-\nu_{\min})\Omega\ge-(1-\nu_{\min})I
\]
when \(\nu_{\min}<1\). For the opposite bound, take \(w\ne0\) with \((V+i\nu_{\min}\Omega)w=0\). Then \(i\Omega w=-Vw/\nu_{\min}\), and since \(\Omega\) preserves length, \(\|Vw\|=\nu_{\min}\|w\|\). Using \(V^2\le\|V\|V\),
\[
w^\dagger(V+i\Omega)w=-\frac{1-\nu_{\min}}{\nu_{\min}}w^\dagger Vw
\le-\frac{\nu_{\min}(1-\nu_{\min})}{\|V\|}\|w\|^2 .
\]
Together,
\[
\frac{\nu_{\min}(1-\nu_{\min})}{\|V\|}\le\delta\le1-\nu_{\min}. \tag{5}
\]
With strong squeezing \(\|V\|\) is large, and a small matrix error can appear as a much larger deficit in \(\nu\).

For one mode, \(\det(V+i\Omega)=\det V-1\), hence \(\delta\lambda_{\max}=1-\nu^2\), where \(\lambda_{\max}\) is the larger eigenvalue of \(V+i\Omega\). A pure 15 dB state has variances 0.03162 and 31.62278. Stored to two decimals they become 0.03 and 31.62, and \(\nu=\sqrt{0.03\times31.62}=0.97396\). The deficit is 2.6% of the vacuum value 1, but \(\delta=0.001624\), below the actual storage error 0.002777. Rounding explains this violation.

## 5. An error budget for the algorithm

Let \(m=2n\), let \(u\) be the unit roundoff and \(F=\|V\|_F\) the Frobenius norm before a layer. An inherited error \(E\) becomes \(XEX^T\), and \(\|XEX^T\|\le\|E\|\) because \(\|X\|\le1\). Errors from successive passive layers therefore at most add. A squeezer or amplifier has \(\|X\|>1\) and can enlarge them by \(\|X\|^2\).

To first order in \(u\), a matrix product has error at most \(mu\|A\|_F\|B\|_F\), and \(\|X\|_F\le\sqrt m\). A physical \(V\) has \(\det V\ge1\), so the arithmetic–geometric mean inequality for its squared eigenvalues gives \(F\ge\sqrt m\). Assume the entries of \(X\) are accurate to \(3u\) relative to their size. In units of \(uF\), one layer then contributes at most

- \(2m^{3/2}\) from the two products in \(XVX^T\), and \(m^{3/2}\) from \(XX^T\);
- \(6\sqrt m\) from coefficient errors in \(XVX^T\), and 6 from those in \(XX^T\);
- 5 from the subtraction, the addition and the symmetrization.

For \(m\ge4\) the sum is below \(6m^{3/2}\). The budget is
\[
\varepsilon=u\|V_{\rm in}\|_F+\sum_{\rm layers}6m^{3/2}u\|V\|_F+\varepsilon_{\rm eig}, \tag{6}
\]
with an allowance \(\varepsilon_{\rm eig}=6m^{3/2}2^{-53}(\|V\|_F+\sqrt m)\) for a double-precision eigenvalue solver. This last term is a conservative choice, not a derived bound.

The algorithm is:

1. Check that the input satisfies (2) and that each \(T\) has \(\|T\|\le1\), both to within rounding, since pure inputs and lossless layers lie exactly on these limits.
2. For each layer form \(X\) and \(Y=I-XX^T\), update \(d\) and \(V\), symmetrize \(V\), and add to \(\varepsilon\).
3. Compute \(\lambda(V)\). Report "unphysical" if \(\lambda<-\varepsilon\), "physical" if \(\lambda>\varepsilon\), and "undecided" otherwise.
4. Use \(\nu_k\) and \(e_k\) to diagnose a violation.

By Weyl's inequality, an "unphysical" verdict cannot be due to rounding within the budget: the formulas or inputs are at fault.

The undecided band matters even for correct calculations. Suppose \(k<n\) inputs differ from vacuum. Some unit vector \(v\) is orthogonal to the \(k\) corresponding columns of \(T\). The output mode \(v^\dagger a_{\rm out}\) then contains only vacuum operators. There are at least \(n-k\) such orthogonal modes, each with \(\nu=1\), so the exact \(\lambda(V)\) is zero. A test with zero tolerance would let rounding decide the verdict.

In a single-precision trial, three pure 15 dB inputs passed 12 lossless couplers. The matrix error against double precision was \(7.99\times10^{-6}\), within the budget \(3.46\times10^{-3}\), which is pessimistic here by a factor of about 430. The result had \(\lambda=-2.73\times10^{-6}\) but \(\nu_{\min}-1=-4.33\times10^{-5}\), a deficit 16 times larger. The verdict was "undecided", as it should be for a pure state.

## 6. Testing the channel as well as the state

The noise operators \(R_{\rm out}-XR\) are uncorrelated with the input, have covariance \(Y\) and commutators \(2i(\Omega-X\Omega X^T)\). The argument leading to (2) now gives
\[
C=Y+i\Omega-iX\Omega X^T\ge0. \tag{7}
\]
Since \(V_{\rm out}+i\Omega=X(V+i\Omega)X^T+C\), condition (7) guarantees that physical inputs give physical outputs. For (1), \(X\) commutes with \(\Omega\), so
\[
C=(I-XX^T)(I+i\Omega).
\]
On vectors \((v,-iv)\), \(i\Omega=1\) and \(XX^T\) acts as \(TT^\dagger\); on \((v,iv)\), \(i\Omega=-1\). The eigenvalues of \(C\) are therefore \(2(1-\sigma_k^2)\) and \(n\) zeros. Gain, \(\sigma_k>1\), makes one negative.

## 7. A three-mode silicon circuit

Consider silicon-on-insulator strip waveguides at 1550 nm and 300 K. Rough device values are 2 dB/cm propagation loss and 1.5 dB combined output-coupling and detection loss. Input 1 is squeezed by 6 dB in \(x\), input 2 by 6 dB in \(p\), and input 3 is vacuum.

A coupler between modes \(i,j\) has
\[
\begin{pmatrix}\cos\theta&e^{i\phi}\sin\theta\\-e^{-i\phi}\sin\theta&\cos\theta\end{pmatrix}.
\]
The three couplers, each followed by its waveguide arms, are:

- modes 1,2: \(\theta=0.78540\), \(\phi=0\); arms 0.4, 0.3, 0.3 cm;
- modes 2,3: \(\theta=0.60000\), \(\phi=1.04720\); arms 0.3, 0.5, 0.3 cm;
- modes 1,2: \(\theta=0.90000\), \(\phi=1.57080\); arms 0.3, 0.2, 0.4 cm.

Angles are in radians. An arm of length \(\ell\) multiplies its amplitude by \(10^{-2\ell/20}\), with \(\ell\) in cm; its fixed propagation phase is assumed trimmed to a multiple of \(2\pi\).

The squared singular values of the whole \(T\) are 0.46309, 0.44668 and 0.43086. The output has \(\nu=(1.000,1.234,1.258)\): one mode remains vacuum, as Section 5 requires for two excited inputs. The computed \(\lambda=1.18\times10^{-16}\) lies inside the budget \(4.12\times10^{-13}\), so the verdict is "undecided", on the boundary. The normally ordered route agrees to \(4.4\times10^{-16}\).

The lowest quadrature variance over all output modes, the lowest eigenvalue of \(V_{\rm out}\), is 0.65779, or \(10\log_{10}0.65779=-1.82\) dB relative to vacuum. It belongs to a superposition with about 84% weight on output 2 and 16% on output 3; the best single output port, port 1, reaches only 0.737, or \(-1.32\) dB. For a unit vector \(z\),
\[
z^TV_{\rm out}z=1+(X^Tz)^T(V_{\rm in}-I)(X^Tz)\ge1-(1-s)\sigma_{\max}^2,
\]
which is \(1-0.74881\times0.46309=0.65323\). The circuit comes close to this bound. The mean photon number \((\operatorname{tr}V-2n)/4\) falls from 1.11613 to 0.50108, a ratio of 0.449.

Two faults were then introduced with circuit and input held fixed. Omitting the loss noise gives \(\lambda=-0.55770\) and \(\nu_{\min}=0.42202\). Using amplitude instead of power transmission in the noise, \(1-\sqrt\eta\) for \(1-\eta\), gives \(\lambda=-0.26070\) and \(\nu_{\min}=0.73927\). Both exceed rounding by more than eleven orders of magnitude. Both remove positive noise from a state already on the boundary.

Sufficiently noisy thermal light hides the first fault. With 2 photons per mode, \(V_{\rm in}=5I\), and without loss noise the output is \(5XX^T\). Its lowest eigenvalue after adding \(i\Omega\) is \(5\times0.43086-1=1.154\), so the state passes. The channel does not: with \(Y=0\), the lowest eigenvalue of \(C\) is \(-(1-0.43086)=-0.569\).

A separate two-mode test used no covariance formula for propagation. Squeezed inputs with parameters 0.25 and 0.20 (variances \(e^{\mp2r}\)), the first displaced by \(0.2+0.1i\), were expanded in 20 photon-number states per mode. They passed two couplers with transmissions 0.8 and 0.55 between them, photon loss being applied explicitly. The largest difference in \(V+i\Omega\) was \(1.1\times10^{-11}\).

**Comparison with real devices.** Propagation loss of a few dB/cm is ordinary for such waveguides; 1.5 dB for output coupling and detection together is favourable, and a pure 6 dB input is an idealization. A further uniform 1.5 dB of loss, \(\eta=0.708\), would raise the variance to \(0.708\times0.65779+0.292=0.758\), or \(-1.2\) dB. Some further neglected effects were estimated with the detected quadrature fixed; for the assumed values these are much smaller:

- a 0.01 K drift of the first 0.4 cm arm alone shifts its phase by 0.029 rad and the noise by 0.0024 dB; the same drift of the whole chip shifts the phase by 0.073 rad per cm of path (the routes are 0.9 to 1.1 cm long) relative to the fixed detection phase and adds about 0.05 dB;
- 0.1 mW of residual pump near the signal wavelength adds 0.0003 dB through two-photon absorption, and a Kerr phase of \(4\times10^{-4}\) rad over 1 cm; if the pump is at the signal frequency, the accompanying phase-sensitive gain changes the noise by less than 0.001 dB, even with 0.1 mW in every arm;
- delays at a 100 MHz sideband add 0.0002 dB;
- 1 dB of excess input antisqueezing adds 0.00007 dB while all phases sit at their design values, but about 0.015 dB on top of the whole-chip drift above, since phase error mixes antisqueezing into the detected quadrature.

Thermal occupation is \(3.65\times10^{-14}\) photons per mode, which supports the zero-temperature reservoir at this wavelength. At microwave frequencies and room temperature that assumption fails, and \(Y\) must be multiplied by \(2\bar n+1\) if all reservoirs have the same occupation \(\bar n\). If their occupations differ, the noise of each reservoir needs its own factor before it is propagated through the later layers. The remaining numerical values are in the numerical output below.

## Table of computed values

```
Fock test: covariance error 1.1e-11, mean error 1.6e-12
random matrices: 104 physical of 300
wavelength 1550 nm; temperature 300 K
waveguide loss 2.0 dB/cm; output loss 1.5 dB
input squeezing 6.0 dB; variances 0.25119, 3.98107
coupler 1: modes 1,2; theta 0.78540 rad; phi 0.00000 rad; next arms [0.4 0.3 0.3] cm
coupler 2: modes 2,3; theta 0.60000 rad; phi 1.04720 rad; next arms [0.3 0.5 0.3] cm
coupler 3: modes 1,2; theta 0.90000 rad; phi 1.57080 rad; next arms [0.3 0.2 0.4] cm
power transmissions (squared singular values): [0.46309 0.44668 0.43086]
output covariance, order x1 x2 x3 p1 p2 p3:
    1.39165  -0.15621   0.00783   0.65431   0.08682   0.34214
   -0.15621   1.45156  -0.39873  -0.08682   0.68515  -0.06344
    0.00783  -0.39873   1.15895   0.16429  -0.31359  -0.00000
    0.65431  -0.08682   0.16429   1.39165   0.15621   0.30022
    0.08682   0.68515  -0.31359   0.15621   1.45156   0.25431
    0.34214  -0.06344  -0.00000   0.30022   0.25431   1.15895
output symplectic eigenvalues: [1.       1.234068 1.25791 ]
lowest V+iOmega 1.18e-16; error budget 4.12e-13; undecided (boundary)
normal-moment check, largest difference 4.4e-16
best output variance 0.65779; noise -1.819 dB
mean photons: input 1.11613, output 0.50108
fault, noise omitted: lowest -0.55770; nu_min 0.42202; unphysical
fault, amplitude used: lowest -0.26070; nu_min 0.73927; unphysical
hidden fault: thermal input 2.0 photons/mode; state lowest 1.15428; channel lowest -0.56914
invariant trap: nu [0.8 0.8 2. ] Delta [5.28   5.5296 1.6384]
invariant trap: e [ 2.28   -2.0304  0.3888] lowest -0.17531
negative matrix -2I: e [ 9. 27. 27.] lowest -3.00000
one mode, 6 dB input, transmission 0.5: nu 1.24822
15 dB variances: [3.162000e-02 3.162278e+01] stored: [3.000e-02 3.162e+01]
15 dB rounded: nu 0.97396; distance 0.001624; actual matrix error 0.002777
single precision, 12 couplers: matrix error 7.99e-06; budget 3.46e-03
single precision: lowest -2.73e-06; nu_min-1 -4.33e-05; undecided (boundary)
thermal photons per mode at 300 K: 3.65e-14
thermo-optic coefficient 1.8e-04 /K; arm drift 0.01 K
temperature drift: phase 0.02919 rad; noise +0.00240 dB
residual pump 0.10 mW; mode area 0.10 um2
TPA coefficient 0.70 cm/GW; Kerr index 5.0e-14 cm2/W
pump-induced loss 6.08e-04 dB/cm; noise +3.01e-04 dB
pump Kerr phase over 1.0 cm: 4.05e-04 rad
sideband 100 MHz, group index 4.2: noise +0.00024 dB
extra input antisqueezing 1.0 dB: noise +0.00007 dB
```
